# Why Natural and Energy-Optimized Orbitals Shorten Selected CI Expansions: a program that tests the result

```python
# Result under test: orbital rotations leave the full CI state unchanged but
# change how fast its sorted determinant coefficients decay. Natural orbitals
# minimize an occupation bound on the discarded weight; energy-optimized
# orbitals minimize the energy E_N of N determinants, which bounds it too.
# tail T_N: sum of squared full CI coefficients beyond the N largest.
# u: orthogonal matrix, columns are new orbitals in the canonical basis.
# h, g: one- and two-electron integrals, g[p,q,r,s] = (pq|rs), in hartree.
# Water, 6-31G, frozen oxygen 1s: 8 electrons in 12 orbitals.
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import eigh, expm, expm_frechet
from scipy.optimize import minimize
from scipy.sparse import csr_matrix
from pyscf import gto, scf, ao2mo, fci, symm, lib

lib.num_threads(1)
BOND, ANGLE = 0.96, 104.5
mol = gto.M(atom=f"O; H 1 {BOND}; H 1 {BOND} 2 {ANGLE}", basis="6-31g",
            symmetry="C2v", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
orbitals = np.array(mf.mo_coeff)
core, active = orbitals[:, :1], orbitals[:, 1:]
n = active.shape[1]
nelec = (4, 4)
irreps = np.array(symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb,
                                     orbitals))[1:]
core_density = 2 * core @ core.T
core_potential = np.array(mf.get_veff(mol, core_density))
hcore = mf.get_hcore()
e_core = mol.energy_nuc() + np.sum(core_density * (hcore + core_potential / 2))
h_can = active.T @ (hcore + core_potential) @ active
g_can = ao2mo.restore(1, ao2mo.kernel(mol, active), n)

# Determinant strings in ascending integer order
masks = sorted(sum(1 << p for p in c) for c in combinations(range(n), 4))


def bits(string):
    return [p for p in range(n) if string >> p & 1]


occupied = np.array([bits(m) for m in masks])
n_strings = len(masks)
occupancy = np.zeros((n_strings, n))
occupancy[np.arange(n_strings)[:, None], occupied] = 1


def rotate_ci(c, u):
    """Coefficients of the same state over determinants of rotated orbitals."""
    minors = np.linalg.det(u[occupied[:, None, :, None],
                             occupied[None, :, None, :]])
    return minors.T @ c @ minors


def rotate_integrals(u):
    g = g_can
    for _ in range(4):
        g = np.tensordot(g, u, axes=(0, 0))
    return u.T @ h_can @ u, g


def sigma(c, h, g):
    """Independent action of H on a full CI vector (pyscf)."""
    op = fci.direct_spin1.absorb_h1e(h, g, n, nelec, 0.5)
    return fci.direct_spin1.contract_2e(op, c, n, nelec)


def move(string, hole, particle):
    """Replace one orbital in a string; return new string and its sign."""
    removed = string ^ (1 << hole)
    low, high = sorted((hole, particle))
    between = (removed >> (low + 1)) & ((1 << (high - low - 1)) - 1)
    return removed | (1 << particle), (-1) ** between.bit_count()


def one(p, q):
    return p * n + q


def two(p, q, r, s):
    return n * n + ((p * n + q) * n + r) * n + s


def element_terms(bra, ket):
    """Slater-Condon rules as a list of (integral index, factor)."""
    moves, sign = [], 1
    for spin in (0, 1):
        string = ket[spin]
        holes = bits(ket[spin] & ~bra[spin])
        particles = bits(bra[spin] & ~ket[spin])
        for hole, particle in zip(holes, particles):
            string, phase = move(string, hole, particle)
            sign *= phase
            moves.append((spin, hole, particle))
    occ = [bits(ket[0]), bits(ket[1])]
    terms = []
    if not moves:
        for s in (0, 1):
            for p in occ[s]:
                terms.append((one(p, p), 1.0))
                for t in (0, 1):
                    for q in occ[t]:
                        terms.append((two(p, p, q, q), 0.5))
                        if s == t:
                            terms.append((two(p, q, q, p), -0.5))
    elif len(moves) == 1:
        s, i, a = moves[0]
        terms.append((one(a, i), sign))
        for t in (0, 1):
            for q in occ[t]:
                terms.append((two(a, i, q, q), sign))
                if s == t:
                    terms.append((two(a, q, q, i), -sign))
    else:
        (s, i, a), (t, j, b) = moves
        terms.append((two(a, i, b, j), sign))
        if s == t:
            terms.append((two(a, j, b, i), -sign))
    return terms


def hamiltonian_map(picked):
    """Sparse linear map from integrals to H elements of the chosen list."""
    dets = [(masks[k // n_strings], masks[k % n_strings])
            for k in picked.tolist()]
    left, right, rows, cols, vals = [], [], [], [], []
    for i, bra in enumerate(dets):
        for j in range(i + 1):
            ket = dets[j]
            if ((bra[0] ^ ket[0]).bit_count()
                    + (bra[1] ^ ket[1]).bit_count()) > 4:
                continue
            for index, factor in element_terms(bra, ket):
                rows.append(len(left))
                cols.append(index)
                vals.append(factor)
            left.append(i)
            right.append(j)
    matrix = csr_matrix((vals, (rows, cols)), shape=(len(left), n**2 + n**4))
    return matrix, np.array(left), np.array(right), len(dets)


def lowest_state(hmap, h, g):
    matrix, left, right, size = hmap
    ham = np.zeros((size, size))
    ham[left, right] = matrix @ np.concatenate([h.ravel(), g.ravel()])
    values, vectors = eigh(ham, lower=True, subset_by_index=[0, 0])
    return values[0], vectors[:, 0]


def energy_gradient(x, pairs, hmap, h0, g0):
    """Lowest energy of the list and its derivative with respect to K."""
    p, q = pairs
    k = np.zeros((n, n))
    k[p, q], k[q, p] = x, -x
    u = expm(k)
    partial = g0
    for _ in range(3):
        partial = np.tensordot(partial, u, axes=(1, 0))
    g = np.tensordot(u, partial, axes=(0, 0))
    energy, c = lowest_state(hmap, u.T @ h0 @ u, g)
    matrix, left, right, _ = hmap
    density = matrix.T @ (c[left] * c[right] * np.where(left == right, 1, 2))
    d1 = density[:n * n].reshape(n, n)
    d2 = density[n * n:].reshape(n, n, n, n)
    d2 = (d2 + d2.transpose(1, 0, 2, 3)) / 2
    d2 = (d2 + d2.transpose(0, 1, 3, 2)) / 2
    d2 = (d2 + d2.transpose(2, 3, 0, 1)) / 2
    slope_u = h0 @ u @ (d1 + d1.T)
    slope_u += 4 * np.tensordot(partial, d2, axes=([1, 2, 3], [1, 2, 3]))
    slope_k = expm_frechet(k.T, slope_u, compute_expm=False)
    return energy, slope_k[p, q] - slope_k[q, p]


def largest(c, size):
    return np.argsort(-np.abs(c).ravel(), kind="stable")[:size]


def tails(c):
    weights = np.sort(c.ravel()**2)
    return np.append(np.cumsum(weights)[::-1], 0.0)


def number_for(c, limit):
    return int(np.argmax(tails(c) <= limit))


def embed(picked, c):
    full = np.zeros(n_strings**2)
    full[picked] = c
    return full.reshape(n_strings, n_strings)


def rotation_pairs(u):
    label = irreps[np.argmax(np.abs(u), axis=0)]
    p, q = np.triu_indices(n, 1)
    same = label[p] == label[q]
    return p[same], q[same]


# Frozen-core integrals reproduce the Hartree-Fock energy
e_det, _ = lowest_state(hamiltonian_map(np.array([0])), h_can, g_can)
assert abs(e_det + e_core - mf.e_tot) < 1e-8

# Reference full CI: two lowest levels with equal numbers of both spins
solver = fci.direct_spin1.FCI()
solver.verbose = 0
solver.conv_tol = 1e-10
levels, vectors = solver.kernel(h_can, g_can, n, nelec, nroots=2)
e0, gap = levels[0], levels[1] - levels[0]
exact = np.array(vectors[0]).reshape(n_strings, n_strings)
exact /= np.linalg.norm(exact)
gamma = fci.direct_spin1.make_rdm1(exact, n, nelec)

# Natural orbitals, and a set with only the virtual block diagonalized
occ_nat, u_nat = np.linalg.eigh(gamma)
occ_nat, u_nat = occ_nat[::-1], u_nat[:, ::-1].copy()
u_virtual = np.eye(n)
u_virtual[4:, 4:] = np.linalg.eigh(gamma[4:, 4:])[1][:, ::-1]

# Orbital gradient: commutator expression against finite differences
N_OPT = 100
picked = largest(rotate_ci(exact, u_nat), N_OPT)
hmap = hamiltonian_map(picked)
h_nat, g_nat = rotate_integrals(u_nat)
pairs = rotation_pairs(u_nat)
n_rot = len(pairs[0])
e_start, slope = energy_gradient(np.zeros(n_rot), pairs, hmap, h_nat, g_nat)
top = int(np.argmax(np.abs(slope)))
step = np.zeros(n_rot)
step[top] = 5e-4
numeric = (energy_gradient(step, pairs, hmap, h_nat, g_nat)[0]
           - energy_gradient(-step, pairs, hmap, h_nat, g_nat)[0]) / 1e-3
p_top, q_top = int(pairs[0][top]), int(pairs[1][top])
position = {m: k for k, m in enumerate(masks)}
replace = np.zeros((n_strings, n_strings))
for k, m in enumerate(masks):
    if m >> q_top & 1 and not m >> p_top & 1:
        new, phase = move(m, q_top, p_top)
        replace[position[new], k] = phase
turn = replace - replace.T
state = embed(picked, lowest_state(hmap, h_nat, g_nat)[1])
commutator = 2 * np.sum(sigma(state, h_nat, g_nat)
                        * (turn @ state + state @ turn.T))
assert abs(commutator - numeric) < 2e-5
assert abs(slope[top] - commutator) < 1e-7

# Energy optimization, with the determinant list renewed between passes
u_opt, e_opt = u_nat, np.inf
for _ in range(6):
    trial = largest(rotate_ci(exact, u_opt), N_OPT)
    trial_map = hamiltonian_map(trial)
    h0, g0 = rotate_integrals(u_opt)
    pairs = rotation_pairs(u_opt)
    found = minimize(energy_gradient, np.zeros(len(pairs[0])), jac=True,
                     args=(pairs, trial_map, h0, g0), method="BFGS",
                     options={"gtol": 1e-6, "maxiter": 200})
    if found.fun > e_opt - 1e-7:
        break
    k = np.zeros((n, n))
    k[pairs], k[pairs[::-1]] = found.x, -found.x
    u_opt, e_opt = u_opt @ expm(k), found.fun
    list_opt, map_opt = trial, trial_map
    final_slope = np.max(np.abs(found.jac))
assert final_slope < 1e-4
h_opt, g_opt = rotate_integrals(u_opt)
state_opt = embed(list_opt, lowest_state(map_opt, h_opt, g_opt)[1])
e_check = np.sum(state_opt * sigma(state_opt, h_opt, g_opt))
assert abs(e_check - e_opt) < 1e-8 and e_check < e_start
reexpanded = rotate_ci(state_opt, u_opt.T)
assert abs(np.linalg.norm(reexpanded) - 1) < 1e-8

# Compare the orbital sets at equal determinant number
sets = {"canonical": np.eye(n), "virtual-NO": u_virtual,
        "natural": u_nat, "optimized": u_opt}
data = {}
for name, u in sets.items():
    c = rotate_ci(exact, u)
    h, g = rotate_integrals(u)
    assert abs(np.sum(c * c) - 1) < 1e-8
    assert abs(np.sum(c * sigma(c, h, g)) - e0) < 1e-7
    tail = tails(c)
    occ = occupancy.T @ ((c**2).sum(axis=1) + (c**2).sum(axis=0))
    assert np.allclose(occ, np.diag(u.T @ gamma @ u), atol=1e-8)
    for m in range(1, 8):
        weak = np.argsort(occ)[:m]
        keep = occupancy[:, weak].sum(axis=1) == 0
        lost = 1 - np.sum(c[np.ix_(keep, keep)]**2)
        total = occ[weak].sum()
        assert total / 8 - 1e-9 <= lost <= total + 1e-9
        assert tail[int(keep.sum())**2] <= lost + 1e-9
        assert occ_nat[-m:].sum() <= total + 1e-9
        if m == 4:
            weak_sum, weak_lost, kept = total, lost, int(keep.sum())**2
    errors = []
    for size in (30, 100, 300):
        chosen = largest(c, size)
        energy, small = lowest_state(hamiltonian_map(chosen), h, g)
        errors.append(1e3 * (energy - e0))
        if size == 100:
            psi = embed(chosen, small)
            image = sigma(psi, h, g)
            assert np.allclose(image.ravel()[chosen], energy * small,
                               atol=1e-8)
            overlap = np.sum(psi * c)
            outside = np.ones(n_strings**2, bool)
            outside[chosen] = False
            missing = -np.sum((image * c).ravel()[outside]) / overlap
            # limited by the residual of the iterative full CI vector
            assert abs(missing - (energy - e0)) < 1e-5
            chain = (tail[100], 1 - overlap**2, (energy - e0) / gap)
            assert chain[0] <= chain[1] + 1e-9 <= chain[2] + 2e-9
    data[name] = dict(c=np.sort(np.abs(c).ravel())[::-1], tail=tail,
                      errors=errors, chain=chain, need=number_for(c, 1e-3),
                      weak=(weak_sum, weak_lost))
for size in (100, 1000):
    assert data["natural"]["tail"][size] < data["canonical"]["tail"][size]

# Two electrons: no orbital choice beats the singular values
rng = np.random.default_rng(4)
pair = rng.normal(size=(6, 6))
pair = pair + pair.T
pair /= np.linalg.norm(pair)
best = tails(np.linalg.svd(pair, compute_uv=False))
for _ in range(300):
    q = np.linalg.qr(rng.normal(size=(6, 6)))[0]
    assert np.all(tails(q.T @ pair @ q)[:7] >= best - 1e-12)
toy = np.array([[1, 0, 0], [0, -0.10, -0.08], [0, -0.08, -0.10]])
toy_norm = np.linalg.norm(toy)
toy_nat = np.linalg.eigvalsh(toy)

print(f"O-H {BOND} angstrom, angle {ANGLE} degree, basis 6-31G")
print(f"active orbitals {n}, determinants {n_strings**2}")
print(f"Hartree-Fock energy {mf.e_tot:.6f} hartree")
print(f"full CI energy (frozen core) {e0 + e_core:.6f} hartree")
print(f"first excitation, M_s=0 space {gap:.5f} hartree")
print("two-electron model, unnormalized C matrix rows:")
for row in toy:
    print("  ", " ".join(f"{x:.2f}" for x in row))
print("model squared norm", f"{toy_norm**2:.4f}")
print("model natural coefficients, unnormalized:",
      " ".join(f"{x:.2f}" for x in toy_nat))
print(f"model T_2 original {tails(toy / toy_norm)[2]:.6f},"
      f" natural {tails(toy_nat / toy_norm)[2]:.6f}")
print("natural occupations:", " ".join(f"{x:.4f}" for x in occ_nat[:6]))
print("  continued:", " ".join(f"{x:.4f}" for x in occ_nat[6:]))
off = np.abs(gamma - np.diag(np.diag(gamma)))
print(f"largest off-diagonal density, canonical: all {off.max():.5f}")
print(f"  virtual-virtual {off[4:, 4:].max():.5f},"
      f" occupied-virtual {off[:4, 4:].max():.5f}")
print("sorted |c| at ranks 1, 2, 10, 100, 1000:")
for name, d in data.items():
    print(f"  {name:10s}", " ".join(f"{d['c'][r - 1]:.6f}"
                                    for r in (1, 2, 10, 100, 1000)))
print("tail T_N at N = 10, 30, 100, 300, 1000:")
for name, d in data.items():
    print(f"  {name:10s}", " ".join(f"{d['tail'][s]:.6f}"
                                    for s in (10, 30, 100, 300, 1000)))
print("determinants needed for T_N <= 0.001:")
for name, d in data.items():
    print(f"  {name:10s} {d['need']}")
print("E_N - E_0 in millihartree at N = 30, 100, 300:")
for name, d in data.items():
    print(f"  {name:10s}", " ".join(f"{x:.3f}" for x in d["errors"]))
print(f"drop 4 weakest orbitals ({kept} dets left): sum n, lost weight")
for name, d in data.items():
    print(f"  {name:10s} {d['weak'][0]:.6f} {d['weak'][1]:.6f}")
print("N=100: T_N, 1-S^2, (E_N-E_0)/(E_1-E_0):")
for name, d in data.items():
    print(f"  {name:10s}", " ".join(f"{x:.6f}" for x in d["chain"]))
print(f"rotation parameters {n_rot}, optimized list size {N_OPT}")
print(f"gradient test: commutator {commutator:.6f},"
      f" numeric {numeric:.6f} hartree")
print(f"optimized-list error {1e3 * (e_opt - e0):.3f} millihartree,"
      f" max gradient {final_slope:.1e} hartree")
to_kj = constants.value("Hartree energy") * constants.N_A / 1000
saving = e_start - e_opt
print(f"gain over natural, N=100: {1e3 * saving:.3f} millihartree"
      f" = {saving * to_kj:.2f} kJ/mol")
print("dets holding 0.9999 of the optimized 100-det state:")
print(f"  optimized basis {number_for(state_opt, 1e-4)},"
      f" canonical basis {number_for(reexpanded, 1e-4)}")
print("tests ok")
```

Running it gives:

```
O-H 0.96 angstrom, angle 104.5 degree, basis 6-31G
active orbitals 12, determinants 245025
Hartree-Fock energy -75.983940 hartree
full CI energy (frozen core) -76.120140 hartree
first excitation, M_s=0 space 0.28410 hartree
two-electron model, unnormalized C matrix rows:
   1.00 0.00 0.00
   0.00 -0.10 -0.08
   0.00 -0.08 -0.10
model squared norm 1.0328
model natural coefficients, unnormalized: -0.18 -0.02 1.00
model T_2 original 0.022076, natural 0.000387
natural occupations: 1.9882 1.9807 1.9716 1.9681 0.0281 0.0266
  continued: 0.0181 0.0122 0.0031 0.0022 0.0006 0.0005
largest off-diagonal density, canonical: all 0.01750
  virtual-virtual 0.01161, occupied-virtual 0.01750
sorted |c| at ranks 1, 2, 10, 100, 1000:
  canonical  0.977195 0.052428 0.025992 0.010906 0.000706
  virtual-NO 0.977195 0.070597 0.028900 0.008285 0.000490
  natural    0.977478 0.070613 0.033748 0.006988 0.000456
  optimized  0.977445 0.070243 0.034622 0.005619 0.000434
tail T_N at N = 10, 30, 100, 300, 1000:
  canonical  0.035018 0.025852 0.010501 0.001514 0.000519
  virtual-NO 0.027676 0.015212 0.004184 0.000934 0.000191
  natural    0.023312 0.011148 0.003104 0.000694 0.000165
  optimized  0.022856 0.010053 0.002758 0.000627 0.000141
determinants needed for T_N <= 0.001:
  canonical  443
  virtual-NO 287
  natural    233
  optimized  228
E_N - E_0 in millihartree at N = 30, 100, 300:
  canonical  73.053 31.161 7.436
  virtual-NO 45.577 14.800 4.205
  natural    33.515 11.872 3.118
  optimized  29.227 9.618 2.731
drop 4 weakest orbitals (4900 dets left): sum n, lost weight
  canonical  0.032395 0.024836
  virtual-NO 0.006837 0.005147
  natural    0.006447 0.004751
  optimized  0.006915 0.005019
N=100: T_N, 1-S^2, (E_N-E_0)/(E_1-E_0):
  canonical  0.010501 0.010630 0.109684
  virtual-NO 0.004184 0.004306 0.052094
  natural    0.003104 0.003200 0.041787
  optimized  0.002758 0.002897 0.033854
rotation parameters 22, optimized list size 100
gradient test: commutator -0.008918, numeric -0.008919 hartree
optimized-list error 9.618 millihartree, max gradient 2.7e-07 hartree
gain over natural, N=100: 2.254 millihartree = 5.92 kJ/mol
dets holding 0.9999 of the optimized 100-det state:
  optimized basis 97, canonical basis 423
tests ok
```
